\section*{Diagonal electron--phonon coupling and the Kohn--Sham eigenvalue slope in N$_2$, part 2}

The problem is to show that the diagonal electron--phonon coupling $g_{nn}$ of a nondegenerate level follows from its eigenvalue slope along a frozen mode, and to check this for the HOMO of N$_2$. The questioner's LDA calculation at bond length $R=2.07$ bohr, with 100 Gaussians, gave $0.139$ Ha/bohr for the bare element $\langle\psi|\partial_R V_{\rm ext}|\psi\rangle$ but an eigenvalue slope of $0.017$ Ha/bohr.

Hartree atomic units are used, and a prime means $d/dR$. For nuclei of mass $M$, $\mu=M/2$, $k=E''(R)$ with $E$ the total energy, and $\omega^2=k/\mu$. The stretch is $\delta R=\ell\,(b+b^\dagger)$ with zero-point length $\ell=1/\sqrt{2\mu\omega}=\langle0|\delta R|1\rangle$. For the self-consistent Kohn--Sham Hamiltonian $H$, with $H'=V_{\rm KS}'$,
\begin{equation}
g_{nn}=\ell\,\langle\psi_n|V_{\rm KS}'|\psi_n\rangle=\ell\,\frac{d\varepsilon_n}{dR}.
\label{main}
\end{equation}
For a degenerate level the slopes are the eigenvalues of the block of $H'$.

The matrix element of $V_{\rm KS}'$, the screened vertex, is the sum of the bare element and the Hartree and exchange-correlation (xc) terms induced by the density response $n'$. With $i$ occupied, $a$ empty and $U_{ai}$ the coefficient of $\psi_a$ in $\psi_i'$, found by linear response at the undisplaced geometry,
\begin{equation}
n'=4\sum_{ai}U_{ai}\,\psi_a\psi_i .
\label{dn}
\end{equation}

In a basis $\chi_\mu$, $\psi=\sum_\mu c_\mu\chi_\mu$, and $F$ and $S$ are the matrices of $H$ and of the overlap. Then
\begin{equation}
\varepsilon'=c^T(F'-\varepsilon S')c .
\label{gen}
\end{equation}
In a fixed basis, functions and grid stay put as the nuclei move, and Eq.~(\ref{main}) holds exactly. In a moving basis the functions follow the atoms, and with $\tilde\psi=\sum_\mu c_\mu\chi_\mu'$,
\begin{equation}
\varepsilon'=\langle\psi|H'|\psi\rangle+2\langle\tilde\psi|(H-\varepsilon)|\psi\rangle .
\label{pulay}
\end{equation}
The second term is the Pulay term. The two slopes coincide in the complete-basis limit.

\subsection*{N$_2$ in numbers}

The calculation is all-electron LDA (Slater exchange with VWN correlation) at $R=2.07$ bohr on a grid of 15264 points. Two bases are used: cc-pVDZ (28 functions), and an even-tempered set of 100 functions with exponents $0.15\cdot3^j$, where $j=0$--$10$ for $s$, $0$--$7$ for $p$ and $1$--$3$ for $d$. The HOMO, vertex and mode numbers for these two bases come from the numerical check that accompanies this answer; their digits serve to test identities, and a finer grid with density fitting moves the slopes by about $10^{-5}$ Ha/bohr. Its self-consistent solution is tested by handing the converged density to the Kohn--Sham routines of the library that supplies the integrals, on the same grid and with the same integrals; the total energy and the HOMO eigenvalue obtained in this way agree to $10^{-6}$ Ha.

\paragraph{Which level.} In the larger basis the HOMO lies at $-0.38125$ Ha. A pair tested to be degenerate lies below it at $-0.43570$ Ha, a gap of $0.05445$ Ha, and the LUMO lies at $-0.07683$ Ha, which is $0.30442$ Ha above. The HOMO has amplitude $0.32$ bohr$^{-3/2}$ at the bond midpoint. Orbitals with angular momentum about the axis vanish on the axis, and odd orbitals vanish at the inversion centre, so this one is $\sigma_g$; in the usual counting it is $3\sigma_g$, above the $1\pi_u$ pair. The order depends on the method. Hartree--Fock in cc-pVDZ at the same $R$ puts the top levels at $-0.6264$, $-0.6091$ and $-0.6091$ Ha, so its HOMO is the degenerate pair and the exercise as posed does not cover it. For the stretch that pair is still harmless, by symmetry. The operator $H'$ is invariant under rotations about the axis, so it does not connect the states with $m=+1$ and $m=-1$. It is also invariant under reflection in a plane containing the axis, which swaps the two states and makes the diagonal elements equal. The block is a multiple of the unit matrix. This case was not computed.

\paragraph{Fixed basis.} The response side, in Ha/bohr for the larger basis, is
\begin{equation}
\underbrace{0.138803}_{\rm bare}-\underbrace{0.086937}_{\rm Hartree}-\underbrace{0.032468}_{\rm xc}=0.019398 .
\end{equation}
The analytic bare element is tested against a finite difference of $V_{\rm ext}$ to $10^{-5}$ Ha/bohr. The response density is tested through $\int r^2n'\,d^3r$, which is $16.8691$ bohr both from Eq.~(\ref{dn}) and from displaced densities.

The slope side uses self-consistent solutions at $R\pm h$. They are started from the reference density plus or minus $h$ times the response density and iterated until the commutator residual falls below $10^{-8}$ Ha. Taylor expansion gives
\begin{equation}
s(h)=\frac{\varepsilon(R+h)-\varepsilon(R-h)}{2h}=\varepsilon'+\frac{h^2}{6}\varepsilon'''+O(h^4),
\end{equation}
because the even orders cancel in the numerator. The $h^2$ error of $s(2h)$ is four times that of $s(h)$, so it drops out of $[4s(h)-s(2h)]/3$. With $h=0.001$ bohr this is $(4\times0.019397-0.019395)/3=0.019398$ Ha/bohr. The test demands agreement with the vertex to $5\times10^{-5}$ Ha/bohr, and the difference found is $-8\times10^{-9}$ Ha/bohr. The displaced solutions start from the response density and stop at a finite residual, so the smallest digits of this difference may reflect the starting guess. The meaningful result is agreement within the tolerance. The agreement concerns the identity within one basis, not the accuracy of the physical value.

The bare element is tested to miss the slope by more than $10^{-2}$ Ha/bohr. It is $7.16$ times the screened one, so the induced Hartree and exchange-correlation potentials cancel about $86\%$ of it. That ratio belongs to one matrix element of one mode in this basis and is not a dielectric constant. It is not converged either: in a 208-function even-tempered set ($j=-1$--$10$ for $s$ and $p$, $0$--$6$ for $d$, $1$--$3$ for $f$) the bare element is $0.147$ Ha/bohr, the ratio $8.4$ and the cancellation $88\%$. A natural reading of the Hartree sign is that electrons move with the nuclei and partly neutralize the displaced charge. This reading is a conjecture here, since $n'$ was not analysed in space.

The cc-pVDZ basis gives $-0.020553-0.057423-0.067813=-0.145789$ Ha/bohr for the vertex and $-0.145789$ Ha/bohr for the slope, with a difference of $-1.6\times10^{-10}$ Ha/bohr. The identity holds as well as before, but the common value has the opposite sign, and in this basis the screened element is larger in size than the bare one. Agreement between vertex and slope in a fixed basis confirms the theorem and says nothing about basis convergence.

\paragraph{Moving basis.} With $h=0.005$ bohr in the larger basis,
\begin{equation}
\frac{-0.3811644-(-0.3813306)}{0.01}=0.01662\ \text{Ha/bohr},
\end{equation}
which is your slope (the unrounded eigenvalues give $0.016616$). Equation~(\ref{gen}), with $F'$ and $S'$ from finite differences of the matrices and $c$ from the undisplaced geometry, gives $-0.002090+0.018707=0.016617$ Ha/bohr. The test tolerance is $10^{-4}$ Ha/bohr. The term $c^TF'c$ alone has the wrong sign and is tested to miss by more than $10^{-3}$ Ha/bohr. In cc-pVDZ the same sum is $-0.007649+0.018701=0.011052$ against a slope of $0.011050$ Ha/bohr.

\paragraph{Fixed against moving.} The difference of the two slopes is $-0.156840$ Ha/bohr in cc-pVDZ and $0.002782$ Ha/bohr in the larger basis. The test requires a reduction in size by at least a factor of 3, and the ratio is $0.156840/0.002782=56$. The remaining gap is $0.002782/0.016616=17\%$ of the moving slope. It is only $2\%$ of the bare element, and it matters because the slope is the small remainder of a cancellation. The larger basis is not closed under differentiation: its $p$ exponents stop at $j=7$ while its $s$ exponents run to $j=10$, its $d$ exponents cover only $j=1$--$3$, and it has no $f$ functions, so a gap is expected. The missing tightest $p$ functions are not its cause, since adding $p$ with $j=8$--$10$ widens the gap to $0.0035$ Ha/bohr, while the 208-function set narrows it to $0.0005$ Ha/bohr. The calculation does not separate the Pulay term of Eq.~(\ref{pulay}) from the difference in $n'$ between the two schemes or from the motion of the grid, and the two bases differ in more than their tight $p$ functions. Assigning the improvement to those functions is therefore a conjecture. The moving slope changes much less between the bases, from $0.0111$ to $0.0166$ Ha/bohr, but that is still a third of the larger value. Larger bases show that the moving slope is the one close to the limit: it is $0.0170$ Ha/bohr in the 208-function set and $0.0171$ Ha/bohr in aug-cc-pVTZ and aug-cc-pVQZ, while the fixed slope is $0.0175$ Ha/bohr in the first and only $0.003$ Ha/bohr in aug-cc-pVQZ. In these bases the HOMO lies near $-0.383$ Ha, $0.055$ Ha above the $\pi$ pair.

\paragraph{The coupling.} The moving-basis energies give $E'=0.00201$ Ha/bohr and $k=1.5157$ Ha/bohr$^2$; the 208-function set and aug-cc-pVQZ give $k\approx1.53$ Ha/bohr$^2$, which raises $\omega$ to about $2400$ cm$^{-1}$ and lowers $\ell$ by about $0.2\%$. One Newton step puts the minimum at $-E'/k=-0.0013$ bohr from the chosen $R$, about $2\%$ of the zero-point length found next. The atomic mass of $^{14}$N is $14.00307$ u $=25526.0$ electron masses, so $\mu=12763.0$ and
\begin{align}
\omega&=\sqrt{1.5157/12763.0}=0.010898\ \text{Ha}\quad(2392\ \text{cm}^{-1}),\\
\ell&=(2\times12763.0\times0.010898)^{-1/2}=(278.2)^{-1/2}=0.05996\ \text{bohr}.
\end{align}
The value of $\ell$ is tested against $\langle0|\delta R|1\rangle$ from a grid diagonalization of the oscillator, to one part in $10^6$. The frequency is $0.010898/0.30442=3.6\%$ of the HOMO--LUMO gap, the smallest occupied--empty gap, so the condition for a static vertex is met. Then
\begin{align}
\text{screened vertex, fixed slope:}\quad&0.05996\times0.019398=0.001163\ \text{Ha}=31.6\ \text{meV},\\
\text{moving slope:}\quad&0.05996\times0.016616=0.000996\ \text{Ha}=27.1\ \text{meV},\\
\text{bare vertex:}\quad&0.059958\times0.138803=0.008322\ \text{Ha}=226.5\ \text{meV}.
\end{align}
In the larger basis both schemes round to $g\approx0.03$ eV, or $g/\omega\approx0.1$, and both are positive, meaning that the level rises as the bond stretches. The digits beyond that are not converged: the moving slopes of the larger bases quoted above give about $28$ meV, and the cc-pVDZ moving slope with the same $\ell$ would give $0.05996\times0.011050=0.00066$ Ha, about $0.02$ eV. The coupling is about $2\%$ of the distance of the level from the $\pi$ pair in either scheme ($0.000996/0.05445=1.8\%$ and $0.001163/0.05445=2.1\%$). Read as the shift over one zero-point length, this is a first-order estimate only: a stretch of that size was not computed here, and the fixed-basis slope should not be extrapolated that far, since its functions stay behind as the nuclei move. This is not the change of the gap: the pair rises with a moving-basis slope of about $0.157$ Ha/bohr, more than nine times that of the HOMO, so to first order the gap shrinks by about $15\%$ over one zero-point length. The mismatch you found, $0.139$ against $0.017$ Ha/bohr, is $0.138803-0.016616=0.122187$, of which $0.086937+0.032468=0.119405$ is screening and $0.002782$ is the gap between the two basis schemes.

\subsection*{Limits of the statement}

Equation~(\ref{main}) is an identity of a static mean-field theory. It concerns the Kohn--Sham eigenvalue, which in LDA is not the ionization energy, so $g_{nn}$ is not guaranteed to equal $\ell$ times the slope of a measured level. For this level the difference can be large: with half an electron removed from the HOMO (Slater's transition state, an estimate of minus the ionization energy) the LDA slope is about $0.029$ Ha/bohr instead of $0.017$ Ha/bohr. The proof carries over to Hartree--Fock or hybrid functionals if $H'$ includes the derivative of the nonlocal exchange operator, since only the Hermiticity of $H$ was used.

The slope and the vertex must share one zero of energy. In a molecule this is fixed by the potential vanishing at infinity. In a crystal the cell average of the potential is a convention, and adding an $R$-dependent constant shifts both sides of Eq.~(\ref{main}) alike, so only differences between levels are free of it. The last two remarks are recalled from the standard theory of crystals and are neither derived nor computed here. In a metal the occupations can change with the displacement, and $n'$ then gains a term from them that Eq.~(\ref{dn}) lacks. In a polar insulator a frozen, strictly periodic displacement is computed at zero macroscopic field, so its slope omits the long-range field that a longitudinal optical mode carries as $\mathbf q\to0$.

\section*{Numbers as computed}
\begin{verbatim}
R = 2.07 bohr; h fixed = 0.001 bohr; h moving = 0.005 bohr
Hartree-Fock/cc-pVDZ top levels = -0.6264, -0.6091, -0.6091 Ha
--- basis cc-pVDZ: 28 functions, 15264 grid points
E_total = -108.645573 Ha
eps 1pi_u, 3sigma_g, LUMO = -0.42249, -0.36128, -0.05982 Ha
|psi_HOMO(midpoint)| = 0.3123 bohr^-3/2
bare element, analytic / finite diff = -0.020553 / -0.020553 Ha/bohr
Hartree part = -0.057423 Ha/bohr
xc part = -0.067813 Ha/bohr
screened vertex (response) = -0.145789 Ha/bohr
fixed slopes, h and 2h = -0.145784, -0.145770 Ha/bohr
fixed slope, Richardson = -0.145789 Ha/bohr
vertex - fixed slope = -1.6e-10 Ha/bohr
d<r^2>/dR response / finite diff = 13.9730 / 13.9730 bohr
moving eps(R+h), eps(R-h) = -0.3612209, -0.3613314 Ha
moving slope = 0.011050 Ha/bohr
c F' c = -0.007649, -eps c S' c = 0.018701 Ha/bohr
c (F' - eps S') c = 0.011052 Ha/bohr
fixed - moving slope = -0.156840 Ha/bohr
--- basis even-tempered 11s8p3d: 100 functions, 15264 grid points
E_total = -108.691279 Ha
eps 1pi_u, 3sigma_g, LUMO = -0.43570, -0.38125, -0.07683 Ha
|psi_HOMO(midpoint)| = 0.3203 bohr^-3/2
bare element, analytic / finite diff = 0.138803 / 0.138803 Ha/bohr
Hartree part = -0.086937 Ha/bohr
xc part = -0.032468 Ha/bohr
screened vertex (response) = 0.019398 Ha/bohr
fixed slopes, h and 2h = 0.019397, 0.019395 Ha/bohr
fixed slope, Richardson = 0.019398 Ha/bohr
vertex - fixed slope = -8.0e-09 Ha/bohr
d<r^2>/dR response / finite diff = 16.8691 / 16.8691 bohr
moving eps(R+h), eps(R-h) = -0.3811644, -0.3813306 Ha
moving slope = 0.016616 Ha/bohr
c F' c = -0.002090, -eps c S' c = 0.018707 Ha/bohr
c (F' - eps S') c = 0.016617 Ha/bohr
fixed - moving slope = 0.002782 Ha/bohr
--- mode and coupling, even-tempered basis
dE/dR = 0.00201 Ha/bohr; shift to minimum = -0.0013 bohr
k = 1.5157 Ha/bohr^2
M(14N) = 14.00307 u = 25526.0 m_e; mu = 12763.0 m_e
omega = 0.010898 Ha = 2392 cm^-1
l formula / Hessian / grid = 0.059958 / 0.059958 / 0.059958 bohr
g from screened vertex = 0.001163 Ha = 31.6 meV; g/omega = 0.107
g from fixed slope = 0.001163 Ha = 31.6 meV; g/omega = 0.107
g from moving slope = 0.000996 Ha = 27.1 meV; g/omega = 0.091
g from bare vertex = 0.008322 Ha = 226.5 meV; g/omega = 0.764
bare / screened = 7.16
\end{verbatim}
